# Why the rigid-ion Debye-Waller term is not generally exact: a program that tests the result

```python
"""Result under test: rigidly moving bare ions do NOT imply a rigid-ion screened
potential. For two atoms the mixed derivative V12 = d2V/dR1dR2 of the
self-consistent potential is nonzero, and the rigid-ion Debye-Waller term of
level n misses -D12 <q^2>/2, with D12 = <n|V12|n>, q = relative displacement.
Model (Rydberg units): H = -d2/dx2 + V, V = v1 + v2 + coupling * W |phi|^2,
two electrons in orbital phi, exact exchange cancelling half of Hartree.
F_ab = 2 sum' <n|Va|m><m|Vb|n>/(en-em) is the first-derivative (Fan) part.
The same quantity is then computed for a real H2 molecule.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, cc


def kinetic(n, dx):
    """Matrix of -d2/dx2 in a sinc basis."""
    k = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(k == 0, 1, k)
    off = 2.0 * (1 - 2 * (np.abs(k) % 2)) / safe**2
    return np.where(k == 0, np.pi**2 / 3, off) / dx**2


# ---------------- one-dimensional self-consistent model ----------------
DX, HALF_BOX = 0.2, 20.0
x = np.linspace(-HALF_BOX, HALF_BOX, int(round(2 * HALF_BOX / DX)) + 1)
KIN = kinetic(len(x), DX)
W = 2 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
SOFT = (1.0, 1.4)
BOND = 2.0


def ion(position, soft):
    return -2 / np.sqrt((x - position)**2 + soft**2)


def potential(s1=0.0, s2=0.0, bond=BOND, coupling=1.0, strength=1.0, host=0.0):
    """Self-consistent potential with the ions shifted by s1 and s2."""
    bare = host * x**2 + strength * (ion(-bond / 2 + s1, SOFT[0])
                                     + ion(bond / 2 + s2, SOFT[1]))
    screen = np.zeros_like(x)
    for _ in range(80):
        c = eigh(KIN + np.diag(bare + screen), subset_by_index=[0, 0])[1][:, 0]
        new = coupling * (W @ c**2)
        change = np.max(np.abs(new - screen))
        screen = screen + 0.65 * (new - screen)
        if change < 3e-12:
            break
    assert change < 1e-10
    return bare + screen


def mixed_difference(h, **kw):
    return (potential(h, h, **kw) - potential(h, -h, **kw)
            - potential(-h, h, **kw) + potential(-h, -h, **kw)) / (4 * h * h)


def green(e, C, n):
    keep = np.arange(len(e)) != n
    return (C[:, keep] / (e[n] - e[keep])) @ C[:, keep].T


def response(bond=BOND, coupling=1.0):
    """First and mixed second derivatives of V from perturbation theory."""
    e, C = eigh(KIN + np.diag(potential(bond=bond, coupling=coupling)))
    c, G = C[:, 0], green(e, C, 0)
    chi = 2 * c[:, None] * G * c[None, :]
    dielectric = np.eye(len(x)) - coupling * W @ chi
    first, dc = [], []
    for center, soft in zip((-bond / 2, bond / 2), SOFT):
        dv = -2 * (x - center) / ((x - center)**2 + soft**2)**1.5
        va = np.linalg.solve(dielectric, dv)
        first.append(va)
        dc.append(G @ (va * c))
    e1, e2 = [c @ (v * c) for v in first]
    c12 = G @ ((first[0] - e1) * dc[1] + (first[1] - e2) * dc[0])
    c12 = c12 - c * (dc[0] @ dc[1])
    source = W @ (2 * c * c12 + 2 * dc[0] * dc[1])
    v12 = np.linalg.solve(dielectric, coupling * source)
    return e, C, first, v12, source


e, C, first, v12, _ = response()
h = 0.005
V0 = potential()
V12_fd = mixed_difference(h)
v12_error = np.max(np.abs(V12_fd - v12))
assert v12_error < 1e-4
assert np.max(np.abs(V12_fd)) > 1e-3

# Direct second derivatives of V and of the levels, by displaced solutions.
Vp1, Vm1 = potential(h, 0), potential(-h, 0)
Vp2, Vm2 = potential(0, h), potential(0, -h)
V11_fd = (Vp1 - 2 * V0 + Vm1) / h**2
V22_fd = (Vp2 - 2 * V0 + Vm2) / h**2
lev = [eigh(KIN + np.diag(v), eigvals_only=True)[:2] for v in (Vp2, V0, Vm2)]
level_curvature = (lev[0] - 2 * lev[1] + lev[2]) / h**2

D12, F12, dw_rows = [], [], []
for n in (0, 1):
    c, G = C[:, n], green(e, C, n)
    F = np.array([[2 * (a * c) @ G @ (b * c) for b in first] for a in first])
    D12.append(c @ (v12 * c))
    F12.append(F[0, 1])
    d11, d22, d12 = [c @ (v * c) for v in (V11_fd, V22_fd, V12_fd)]
    # Whole level shift under a relative displacement.
    assert abs(level_curvature[n] + F12[n] + D12[n]) < 1e-4
    for w in (0.5, 0.1):          # share of q carried by atom 1
        u1, u2 = -w, 1 - w
        true_dw = 0.5 * (u1**2 * d11 + u2**2 * d22 + 2 * u1 * u2 * d12)
        rigid_dw = -0.5 * (u1**2 * (F[0, 0] + F[0, 1])
                           + u2**2 * (F[1, 1] + F[0, 1]))
        assert abs(true_dw - rigid_dw + 0.5 * D12[n]) < 1e-4
        dw_rows.append((n, w, true_dw, rigid_dw))
assert abs(D12[0]) > 1e-3

# Weak electron repulsion: V12 starts linearly in the coupling.
slope = (2 * mixed_difference(0.02, coupling=0.01) / 0.01
         - mixed_difference(0.02, coupling=0.02) / 0.02)
slope_theory = response(coupling=0.0)[4]
slope_error = np.max(np.abs(slope - slope_theory)) / np.max(np.abs(slope_theory))
assert slope_error < 0.02

# Weak ions in a fixed host: no contribution linear in the ion strength.
size = []
for eta in (0.05, 0.10):
    even = 0.5 * (mixed_difference(0.05, strength=eta, host=0.1)
                  + mixed_difference(0.05, strength=-eta, host=0.1))
    size.append(np.linalg.norm(even))
odd = 0.5 * (mixed_difference(0.05, strength=0.05, host=0.1)
             - mixed_difference(0.05, strength=-0.05, host=0.1))
odd_ratio = np.linalg.norm(odd) / size[0]
ion_power = np.log2(size[1] / size[0])
assert abs(ion_power - 2) < 0.03
assert odd_ratio < 0.5            # a linear term would dominate here

bond_scan = []
for bond in (1.5, 2.0, 2.5):
    eb, Cb, _, vb, _ = response(bond=bond)
    bond_scan.append((bond, Cb[:, 0] @ (vb * Cb[:, 0])))

# ---------------- real H2 molecule (hartree units inside) ----------------
HA = pc['Hartree energy in eV'][0]
PM = pc['Bohr radius'][0] * 1e12
KB = pc['Boltzmann constant in eV/K'][0] / HA
MU = pc['proton-electron mass ratio'][0] / 2


def h2(z1, z2, basis):
    mol = gto.M(atom=[['H', (0, 0, z1)], ['H', (0, 0, z2)]],
                unit='Bohr', basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    return mol, mf


def nodes(lo, hi, n):
    return (lo + hi) / 2 + (hi - lo) / 2 * np.cos(np.pi * (np.arange(n) + .5) / n)


R = nodes(0.7, 2.5, 17)
runs = [h2(-r / 2, r / 2, 'cc-pvtz')[1] for r in R]
energy = Chebyshev.fit(R, [m.e_tot for m in runs], 16, domain=[0.7, 2.5])
homo = Chebyshev.fit(R, [m.mo_energy[0] for m in runs], 16, domain=[0.7, 2.5])
Re = brentq(energy.deriv(), 1.2, 1.6)
k = energy.deriv(2)(Re)
omega = np.sqrt(k / MU)


def mean_square(T):
    thermal = 1.0 if T == 0 else 1 / np.tanh(omega / (2 * KB * T))
    return thermal / (2 * MU * omega)


# Thermal average against an explicit Boltzmann sum over grid eigenstates.
q = np.linspace(-1.5, 1.5, 121)
eq, Cq = eigh(kinetic(len(q), q[1] - q[0]) / (2 * MU) + np.diag(k * q**2 / 2))
weight = np.exp(-(eq - eq[0]) / (KB * 3000))
boltzmann = weight @ (Cq**2).T @ q**2 / weight.sum()
assert abs(boltzmann / mean_square(3000) - 1) < 1e-5


def h2_mixed(basis, step=0.05):
    """Mixed derivative of half the Hartree potential, in the fixed orbital."""
    mol0, mf0 = h2(-Re / 2, Re / 2, basis)
    c0 = mf0.mo_coeff[:, 0]
    total = 0.0
    for a in (1, -1):
        for b in (1, -1):
            mol, mf = h2(-Re / 2 + a * step, Re / 2 + b * step, basis)
            both = gto.conc_mol(mol0, mol)
            n0, nt = mol0.nbas, both.nbas
            eri = both.intor('int2e', shls_slice=(0, n0, 0, n0, n0, nt, n0, nt))
            nao0, nao = mol0.nao_nr(), mol.nao_nr()
            eri = eri.reshape(nao0 * nao0, nao * nao)
            average = 0.5 * np.outer(c0, c0).ravel() @ eri @ mf.make_rdm1().ravel()
            total += a * b * average
    return total / (4 * step**2)


D_small, D_h2 = h2_mixed('cc-pvtz'), h2_mixed('aug-cc-pvtz')
assert abs(D_small - D_h2) < 0.1 * abs(D_h2)
eps1, eps2 = homo.deriv(1)(Re), homo.deriv(2)(Re)
q2 = mean_square(0)

# Anharmonic bond lengthening, and the full average on the computed curve.
lengthening = -energy.deriv(3)(Re) * q2 / (2 * k)
r = np.linspace(0.72, 2.48, 89)
vib = eigh(kinetic(len(r), r[1] - r[0]) / (2 * MU) + np.diag(energy(r)))[1][:, 0]
full_length = vib**2 @ r - Re
full_shift = vib**2 @ homo(r) - homo(Re)
assert abs(lengthening / full_length - 1) < 0.12
leading_shift = eps2 * q2 / 2 + eps1 * lengthening
assert abs(full_shift - leading_shift) < 0.2 * abs(eps1 * lengthening)

# Correlation: coupled cluster is complete for two electrons in this basis.
Rc, Ec = nodes(1.1, 1.7, 7), []
for bond in Rc:
    mycc = cc.CCSD(h2(-bond / 2, bond / 2, 'cc-pvtz')[1])
    mycc.conv_tol = 1e-10
    mycc.kernel()
    assert mycc.converged
    Ec.append(mycc.e_tot)
curve = Chebyshev.fit(Rc, Ec, 6, domain=[1.1, 1.7])
Rcorr = brentq(curve.deriv(), 1.2, 1.6)
omega_corr = np.sqrt(curve.deriv(2)(Rcorr) / MU)

# ---------------- printed numbers ----------------
print("MODEL, Rydberg atomic units")
print(f"ion softening lengths: {SOFT[0]:.1f}, {SOFT[1]:.1f} bohr")
print(f"bond length: {BOND:.1f} bohr; repulsion softening: 1.0 bohr")
print(f"grid spacing {DX:.1f} bohr, half box {HALF_BOX:.0f} bohr")
for n, name in enumerate(("occupied", "first empty")):
    print(f"{name} level: {e[n]:.5f} Ry")
    print(f"  D12 = {D12[n]:.5f}, F12 = {F12[n]:.5f} Ry/bohr^2")
    print(f"  level curvature, direct: {level_curvature[n]:.5f} Ry/bohr^2")
    print(f"  rigid-ion curvature, -F12: {-F12[n]:.5f} Ry/bohr^2")
print(f"gap curvature missed, -(D12 empty - D12 occ): {D12[0]-D12[1]:.5f} Ry/bohr^2")
print(f"largest |V12(x)|: {np.max(np.abs(v12)):.5f} Ry/bohr^2")
print(f"largest V12 formula-minus-direct: {v12_error:.1e} Ry/bohr^2")
for n, w, true_dw, rigid_dw in dw_rows:
    print(f"DW/q^2, level {n}, atom-1 share {w:.1f}: true {true_dw:.5f}, "
          f"rigid {rigid_dw:.5f} Ry/bohr^2")
print(f"weak-repulsion slope, relative error: {slope_error:.1e}")
print(f"power of ion strength in even part of V12: {ion_power:.3f}")
print(f"odd/even part of V12 at ion strength 0.05: {odd_ratio:.3f}")
for bond, value in bond_scan:
    print(f"occupied D12 at bond {bond:.1f} bohr: {value:.5f} Ry/bohr^2")
print("H2, restricted Hartree-Fock; curve in cc-pVTZ")
print(f"bond length: {Re*PM:.2f} pm")
print(f"vibrational quantum: {omega*HA:.4f} eV")
print(f"zero-point rms relative displacement: {np.sqrt(q2)*PM:.2f} pm")
print(f"occupied level: {homo(Re)*HA:.3f} eV")
to_pm2 = HA * 1000 / PM**2
print(f"D12, cc-pVTZ: {D_small*to_pm2:.4f} meV/pm^2")
print(f"D12, aug-cc-pVTZ: {D_h2*to_pm2:.4f} meV/pm^2")
print(f"level curvature: {eps2*to_pm2:.4f} meV/pm^2")
mev = HA * 1000
print(f"quadratic level shift, complete: {eps2*q2/2*mev:.2f} meV")
print(f"quadratic level shift, rigid-ion: {(eps2+D_h2)*q2/2*mev:.2f} meV")
print(f"term missed by rigid-ion: {-D_h2*q2/2*mev:.2f} meV")
for T in (300, 700):
    print(f"relative growth of <q^2> at {T} K: {mean_square(T)/q2-1:.2e}")
print(f"bond lengthening, leading / full: {lengthening*PM:.2f} / {full_length*PM:.2f} pm")
print(f"level shift from lengthening: {eps1*lengthening*mev:.2f} meV")
print(f"full vibrational average of level shift: {full_shift*mev:.2f} meV")
print(f"vibrational quantum with correlation: {omega_corr*HA:.4f} eV")
print(f"change of zero-point <q^2> by correlation: {100*(omega/omega_corr-1):.2f} %")
print(f"vibrational quantum / electron binding: {omega/abs(homo(Re)):.4f}")
print("PASS")
```

Running it gives:

```
MODEL, Rydberg atomic units
ion softening lengths: 1.0, 1.4 bohr
bond length: 2.0 bohr; repulsion softening: 1.0 bohr
grid spacing 0.2 bohr, half box 20 bohr
occupied level: -0.99632 Ry
  D12 = -0.00571, F12 = 0.02067 Ry/bohr^2
  level curvature, direct: -0.01496 Ry/bohr^2
  rigid-ion curvature, -F12: -0.02067 Ry/bohr^2
first empty level: -0.50071 Ry
  D12 = 0.00438, F12 = 0.00219 Ry/bohr^2
  level curvature, direct: -0.00657 Ry/bohr^2
  rigid-ion curvature, -F12: -0.00219 Ry/bohr^2
gap curvature missed, -(D12 empty - D12 occ): -0.01009 Ry/bohr^2
largest |V12(x)|: 0.01995 Ry/bohr^2
largest V12 formula-minus-direct: 9.0e-08 Ry/bohr^2
DW/q^2, level 0, atom-1 share 0.5: true 0.02480, rigid 0.02195 Ry/bohr^2
DW/q^2, level 0, atom-1 share 0.1: true 0.01402, rigid 0.01116 Ry/bohr^2
DW/q^2, level 1, atom-1 share 0.5: true -0.00032, rigid 0.00187 Ry/bohr^2
DW/q^2, level 1, atom-1 share 0.1: true 0.00414, rigid 0.00633 Ry/bohr^2
weak-repulsion slope, relative error: 1.4e-04
power of ion strength in even part of V12: 2.002
odd/even part of V12 at ion strength 0.05: 0.066
occupied D12 at bond 1.5 bohr: -0.00963 Ry/bohr^2
occupied D12 at bond 2.0 bohr: -0.00571 Ry/bohr^2
occupied D12 at bond 2.5 bohr: -0.00259 Ry/bohr^2
H2, restricted Hartree-Fock; curve in cc-pVTZ
bond length: 73.44 pm
vibrational quantum: 0.5689 eV
zero-point rms relative displacement: 8.54 pm
occupied level: -16.229 eV
D12, cc-pVTZ: -0.4638 meV/pm^2
D12, aug-cc-pVTZ: -0.4603 meV/pm^2
level curvature: -1.0842 meV/pm^2
quadratic level shift, complete: -39.54 meV
quadratic level shift, rigid-ion: -56.33 meV
term missed by rigid-ion: 16.79 meV
relative growth of <q^2> at 300 K: 5.54e-10
relative growth of <q^2> at 700 K: 1.60e-04
bond lengthening, leading / full: 2.30 / 2.32 pm
level shift from lengthening: 194.25 meV
full vibrational average of level shift: 153.92 meV
vibrational quantum with correlation: 0.5468 eV
change of zero-point <q^2> by correlation: 4.04 %
vibrational quantum / electron binding: 0.0351
PASS
```
